Diffusion Response and Mean Delay of a Uniformly Illuminated Germanium Absorber, part 1

(Sections cited here and not found follow in the second part.)

## I. The tanh response and the mean delay

Take a p-type germanium layer 1000 nm thick in which light creates electrons evenly through the thickness. One face turns electrons back and the other collects them. With an electron diffusivity of 51.7 cm²/s, half of the electrons have been collected 38 ps after a short flash, yet the mean collection time is 64 ps. The signal from modulated light falls to its 3 dB point at 2.15 GHz, whereas a simple exponential response with the same mean delay would reach 2.47 GHz. One diffusion problem accounts for all of these numbers.

**The model**

Let x run through the layer, from the blocking face at x = 0 to the collecting face at x = W. The excess electron density is n(x,t), and electrons are the minority carriers. The layer is uniformly doped and quasi-neutral: wherever electrons gather, the far more numerous holes rearrange to cancel their charge. With uniform doping and so few electrons, no appreciable field drives them, and their flux, counted positive toward larger x, is

F = −D ∂n/∂x,  (1)

where D is the diffusivity. The minus sign says that electrons move from high density to low density.

Consider a slice between x and x + dx. Its population per unit area, n dx, grows by generation G dx and by the inflow F(x) − F(x + dx) = −(∂F/∂x) dx. Recombination is left out for now. Dividing by dx and inserting (1) with constant D gives

∂n/∂t = D ∂²n/∂x² + G.  (2)

The blocking face passes no flux, so by (1) the slope of n vanishes there. The collecting face removes electrons so fast that none accumulate:

∂n/∂x = 0 at x = 0,  n = 0 at x = W.  (3)

The second condition is an idealization whose cost is worked out in the second half.

The light has a steady part and a small modulated part. Since (2) and (3) are linear, each part can be treated separately. From here on G and n denote complex amplitudes of the modulated part, both multiplied by exp(iωt), where ω is the angular frequency. Uniform illumination means that G does not depend on x.

**Solution for modulated light**

The time derivative in (2) becomes multiplication by iω:

iω n = D n'' + G,  (4)

where a prime means d/dx. A constant density n = G/(iω) satisfies this equation, because its second derivative is zero. To it must be added a solution of D n'' = iω n. With

k² = iω/D,  (5)

that solution is a combination of cosh(kx) and sinh(kx). The slope of sinh(kx) at x = 0 is k, which is not zero, while the slope of cosh(kx) is zero there. The blocking condition therefore removes the sinh term, leaving

n = G/(iω) − B cosh(kx).

The condition n(W) = 0 gives B = G/[iω cosh(kW)], so that

n(x) = (G/iω) [1 − cosh(kx)/cosh(kW)].  (6)

The collected flux follows from (1). Differentiating (6) gives n' = −(G/iω) k sinh(kx)/cosh(kW), and the two minus signs cancel:

F(W) = (G D k/iω) tanh(kW).

By (5), iω = Dk², so D k/(iω) = 1/k and

F(W) = (G/k) tanh(kW).  (7)

The total generation per unit area is GW. The response H is the collected flux divided by this total:

H(ω) = tanh(z)/z,  z = kW = √(iωW²/D).  (8)

Either square root may be used, since tanh(z)/z is unchanged when z changes sign. Thickness and diffusivity enter through one time,

t_D = W²/D.  (9)

For the example, W = 1.000×10⁻⁴ cm, and t_D = 10⁻⁸ cm² / (51.7 cm²/s) = 193.4 ps.

**Why the response contains the delay**

Suppose a brief flash creates one electron per unit area, spread uniformly through the layer. Let h(t) be the flux that then leaves at x = W. Without recombination every electron is eventually collected, so h(t) integrates to one and is the probability density of the arrival time t.

Modulated light is a succession of such flashes. The flux at time t is the sum of contributions from light absorbed a time t' earlier:

GW ∫₀^∞ h(t') exp[iω(t − t')] dt' = GW exp(iωt) ∫₀^∞ h(t') exp(−iωt') dt'.

Comparison with (8) identifies the last integral as H(ω). Writing s = iω and using angle brackets for an average over arrival times,

H = ⟨exp(−st)⟩ = 1 − s⟨t⟩ + s²⟨t²⟩/2 − … .  (10)

The moments can be read from the expansion of tanh(z)/z at small z. Because tanh z = sinh z/cosh z, write

tanh(z)/z = 1 + a z² + b z⁴ + …

and multiply by cosh z = 1 + z²/2 + z⁴/24 + … . The product must equal sinh(z)/z = 1 + z²/6 + z⁴/120 + … . Matching the z² terms gives a + 1/2 = 1/6, hence a = −1/3. Matching the z⁴ terms gives b + a/2 + 1/24 = 1/120, hence b = 1/120 − 5/120 + 20/120 = 2/15. With z² = s t_D,

H = 1 − s t_D/3 + 2s²t_D²/15 − … .  (11)

Comparison with (10) yields

⟨t⟩ = t_D/3 = W²/(3D),  (12)

and ⟨t²⟩ = 4t_D²/15. The variance is

σ² = ⟨t²⟩ − ⟨t⟩² = (12/45 − 5/45) t_D² = 7t_D²/45.  (13)

In the example ⟨t⟩ = 193.4 ps/3 = 64.5 ps and σ = 76.3 ps. The spread exceeds the mean, so this layer does much more than shift a signal in time.

The mean is also a phase delay. At low frequency (11) gives H ≈ 1 − iω⟨t⟩, whose phase is −ω⟨t⟩. Under the exp(iωt) convention, a negative phase proportional to ω is a lag by ⟨t⟩. At higher frequency the phase is no longer proportional to ω, and (12) then remains the mean arrival time but ceases to give the phase.

**The factor of three from a waiting time**

The mean can be obtained without solving for any frequency. Let T(x) be the mean time to collection for an electron created at x. Picture diffusion as a random walk: in a short time δt the electron moves by +δx or −δx with equal probability, where δx² = 2D δt. After the step it has used δt and faces the waiting time of its new position:

T(x) = δt + ½[T(x + δx) + T(x − δx)].

Expanding the bracket to second order, the first derivatives cancel and T(x) drops out, leaving 0 = δt + ½T'' δx². Since δx² = 2D δt,

D T'' = −1.  (14)

An electron at the blocking face must step inward, so T(0) = δt + T(δx). Thus T'(0) ≈ −δt/δx = −δx/(2D), which vanishes as the step shrinks. At the collecting face the wait is zero. The conditions are T'(0) = 0 and T(W) = 0. One integration of (14) gives T' = −x/D, and a second gives

T(x) = (W² − x²)/(2D).  (15)

An electron born at the blocking face waits W²/(2D), or 96.7 ps here. One born next to the collecting face hardly waits at all. Uniform illumination weights all positions equally:

⟨t⟩ = (1/W) ∫₀^W T(x) dx = (1/2D)(W² − W²/3) = W²/(3D).

The factor 1/3 is thus the factor 1/2 for the farthest electrons, multiplied by the average 2/3 of 1 − x²/W².

A numerical calculation supports this value. The layer was divided into 1000 equal cells, electrons were allowed to hop between neighbouring cells at the rate set by D, and the mean arrival time was found from the resulting rate equations. It came to 64.47 ps, equal to (12) at the digits shown.

**Arrival after a short flash**

The difference between median and mean lies in the shape of h(t). After the flash, (2) holds with G = 0 and initial density n = 1/W. Functions that satisfy (3) are cos(q_m x) with

q_m = (m + ½)π/W,  m = 0, 1, 2, … .  (16)

Each has zero slope at x = 0 and vanishes at x = W. By (2), its amplitude decays as exp(−D q_m² t). Two different functions of this set have zero overlap on the interval, because the integral of their product contains sin[(m − m')π] and sin[(m + m' + 1)π], which both vanish. The integral of cos²(q_m x) is W/2. The initial density therefore has coefficients

c_m = (2/W) ∫₀^W (1/W) cos(q_m x) dx = 2 sin(q_m W)/(W² q_m).

The flux −D n' at x = W is the sum of D c_m q_m sin(q_m W) exp(−D q_m² t). Here sin²(q_m W) = 1, so every term has the same positive weight:

h(t) = (2/t_D) Σ exp[−(m + ½)²π² t/t_D].  (17)

At late times the term m = 0 survives, with decay time

t_tail = 4t_D/π² = 78.4 ps.  (18)

At times much shorter than t_D many terms contribute and change slowly with m. The sum then approaches the integral ∫₀^∞ exp(−m²π²t/t_D) dm = ½√(t_D/(πt)), and

h(t) ≈ 1/√(π t t_D),  t ≪ t_D.  (19)

This early rush comes from electrons born close to the collecting face. The tail comes from those that wander through the rest of the layer.

Integrating (17) from t to infinity gives the fraction still uncollected,

R(t) = Σ {2/[(m + ½)²π²]} exp[−(m + ½)²π² t/t_D].  (20)

Keeping m = 0 and setting R = ½ gives (8/π²) exp(−t/t_tail) = ½, or t = t_tail ln(16/π²) = 78.4 ps × 0.483 = 37.9 ps. The full sum gives 38.05 ps. The early rush places the median well below the mean, and the tail pulls the mean upward.

**Bandwidth and the high-frequency limit**

Let u = ωt_D. Since √i = (1 + i)/√2, z = a(1 + i) with a = √(u/2). For this argument

|sinh z|² = sinh²a + sin²a = ½(cosh 2a − cos 2a),

|cosh z|² = sinh²a + cos²a = ½(cosh 2a + cos 2a).

Their ratio is |tanh z|², and |z|² = 2a² = u. Hence

|H|² = (1/u) (cosh 2a − cos 2a)/(cosh 2a + cos 2a).  (21)

The 3 dB point is defined here by |H|² = ½, which halves the electrical signal power. Solving (21) numerically gives u = 2.608, and

f_3dB = 2.608/(2πt_D) = 2.608/(2π × 193.4 ps) = 2.15 GHz.  (22)

A single-pole response 1/(1 + iω⟨t⟩) has its 3 dB point at ω⟨t⟩ = 1. That corresponds to u = 3 and 2.47 GHz, which is 15% above (22).

The sign of this difference can be traced at low frequency. From (10), |H|² = (1 − ω²⟨t²⟩/2)² + ω²⟨t⟩² + … = 1 − ω²σ² + … . For a single pole, σ equals the mean. Here σ = 76.3 ps is larger than 64.5 ps, so the diffusion response begins to fall sooner.

At high frequency the order reverses. When a is large, tanh z approaches 1 and

H → 1/z = exp(−iπ/4)/√(ωt_D).  (23)

With a perfect sink the magnitude falls as ω^(−1/2), more slowly than the 1/ω of a single pole, and the phase settles at −45°. In terms of length, |H| → √(D/ω)/W. During one radian of the modulation, electrons diffuse a distance of order √(D/ω), and those born farther from the collecting face contribute little to the modulated flux.

## II. Imperfect faces and a germanium photodiode

The first half treated a layer of thickness W with electron diffusivity D, a blocking face at x = 0 and a collecting face at x = W. With k² = s/D, s = iω and t_D = W²/D, uniform generation G gives the response H = tanh(z)/z, where z = kW. The mean arrival time is t_D/3, the variance is σ² = 7t_D²/45, and an electron born at x waits T(x) = (W² − x²)/(2D). For W = 1000 nm and D = 51.7 cm²/s these give a mean of 64.5 ps, σ = 76.3 ps and a 3 dB frequency of 2.15 GHz.

**The device and its terminal current**

The example is a photodiode for light near 1550 nm at 300 K, lit at normal incidence. A p-type germanium absorber lies on a depleted silicon collector 300 nm thick. Silicon does not appreciably absorb this light, so the collector adds no prompt signal of its own. The electron mobility μ is taken as roughly 2000 cm²/Vs. With the thermal voltage V_T = k_B T/q = 25.85 mV, where q is the elementary charge, the Einstein relation for non-degenerate electrons gives

D = μV_T = 2000 × 0.02585 cm²/s = 51.7 cm²/s.  (24)

H describes electrons reaching the collector, whereas an instrument measures current in a wire. The sum of conduction current and displacement current is the same at every x. In the neutral absorber the displacement part is negligible, since the dielectric relaxation time, 0.029 ps for a hole density of 10¹⁸ cm⁻³ and a hole mobility of about 300 cm²/Vs, is far shorter than the modulation period. Electron motion there is compensated by hole motion.

In the collector, let the voltage be held fixed. The displacement current then averages to zero across the thickness d, because the integral of the field does not change. The terminal current is therefore the conduction current averaged over d. Electrons drifting at speed v_d lag by x'/v_d at depth x' in the collector, so the average supplies the factor

(1/d) ∫₀^d exp(−sx'/v_d) dx' = [1 − exp(−st_c)]/(st_c),  t_c = d/v_d.  (25)

For small s this is 1 − st_c/2, a mean delay t_c/2. With v_d roughly 10⁷ cm/s, t_c/2 = 1.5 ps. The absorber thus contributes H as one factor of the terminal response.

For an ideal sink and uniform light, the absorber's response is tanh(z)/z with mean delay W²/(3D), and it enters the photodiode's terminal current as one factor. What remains is to find how a finite collection speed, electron losses, uneven light, graded doping and the charging of the load change the delay and bandwidth.
